# Threefold rotation of reduced k-point coordinates and symmetry reduction of meshes, part 2

A hexagonal lattice has the primitive vectors

$$\mathbf a_1=a\,(1,0,0),\qquad \mathbf a_2=a\,\left(-\tfrac12,\tfrac{\sqrt3}{2},0\right),\qquad \mathbf a_3=c\,(0,0,1),$$

and $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. The columns of $A$ and $B$ are the $\mathbf a_i$ and $\mathbf b_j$. In the plane $|\mathbf b|^2=16\pi^2/3a^2$ and $\mathbf b_1\cdot\mathbf b_2=|\mathbf b|^2/2$. With $\mathbf r=Ax$ and $\mathbf k=B\kappa$, only in-plane coordinates are written. The active rotation $R$ by $+120^\circ$ about $z$ acts as $x\to Wx$ and $\kappa\to V\kappa$:

$$W=\begin{pmatrix}0&-1\\1&-1\end{pmatrix},\qquad V=W^{-T}=\begin{pmatrix}-1&-1\\1&0\end{pmatrix}.$$

Here $W^3=1$ and $V^TW=1$. On $\kappa$, $W^T$ performs $R^{-1}$, so it has the orbits of $V$. In the $60^\circ$ cell ($\mathbf a_1$, $\mathbf a_1+\mathbf a_2$) the two matrices trade places.

One $s$ orbital per site, with on-site energy zero and hopping $-t$ to six in-plane neighbours, gives a band from $-6t$ to $3t$:

$$\varepsilon(\kappa)=-2t\,F(\kappa_1,\kappa_2),\qquad F=\cos2\pi\kappa_1+\cos2\pi\kappa_2+\cos2\pi(\kappa_1+\kappa_2).$$

The parameters are $a=3$ Å, $c=5$ Å, $t=1$ eV.

Still to be found are (b) the image of $K$, $\kappa=(1/3,1/3)$; (c) $\langle\varepsilon\rangle$ and $\langle\varepsilon^2\rangle$ from the $\Gamma$-centred $3\times3$ mesh reduced by $\{1,R,R^2\}$; (d) whether the error of using $W$ for $V$ on $\kappa$ disappears on finer meshes.

On an $N\times N$ mesh, $\kappa=n/N$ with $n$ modulo $N$. If $f$ is constant on every orbit $O$, with size $|O|$ and representative $n_O$,

$$\langle f\rangle=\frac1{N^2}\sum_O|O|\,f(n_O).$$

The exact averages are $\langle\varepsilon\rangle=0$ for $N\ge2$ and $\langle\varepsilon^2\rangle=6t^2$ for $N\ge3$. For $N=3$, $\varepsilon=-6t$ at $(0,0)$, $3t$ at $(1,1)$ and $(2,2)$, and 0 elsewhere. The wrong reduction with $W$ then has 5 points with weights $1,1,1,3,3$. Of its 9 choices of representatives, 4 give $\langle\varepsilon\rangle=-2t/3$, 4 give $t/3$ and one gives $4t/3$. Taking the first point in the order of $n_1$, then $n_2$, gives $-2t/3$.

### What the wrong map does to lengths

From the dot products of the $\mathbf b_j$,

$$|\mathbf k|^2=\frac{16\pi^2}{3a^2}\,Q(\kappa),\qquad Q=\kappa_1^2+\kappa_1\kappa_2+\kappa_2^2 .$$

Under $V$,

$$Q(V\kappa)=(\kappa_1+\kappa_2)^2-(\kappa_1+\kappa_2)\kappa_1+\kappa_1^2=\kappa_1^2+2\kappa_1\kappa_2+\kappa_2^2-\kappa_1\kappa_2=Q(\kappa).$$

Under $W$,

$$Q(W\kappa)=\kappa_2^2-\kappa_2(\kappa_1-\kappa_2)+(\kappa_1-\kappa_2)^2=\kappa_1^2-3\kappa_1\kappa_2+3\kappa_2^2,$$

$$Q(W\kappa)-Q(\kappa)=2\kappa_2^2-4\kappa_1\kappa_2=2\kappa_2(\kappa_2-2\kappa_1).$$

The length is kept only on the two lines $\kappa_2=0$ and $\kappa_2=2\kappa_1$.

In Cartesian terms the wrong map is $\Lambda=BWB^{-1}$. Its largest and smallest stretching factors are its singular values, the square roots of the eigenvalues of $\Lambda^T\Lambda=B^{-T}W^TG^*WB^{-1}$. Eigenvalues survive a similarity transformation, and $B^{-1}\Lambda^T\Lambda B=G^{*-1}W^TG^*W$. A common factor in $G^*$ cancels, so $G^*$ may be replaced by the matrix $g$ of the form $2Q$, and $W^TgW$ is the matrix of the form $2Q(W\kappa)=2\kappa_1^2-6\kappa_1\kappa_2+6\kappa_2^2$:

$$g^{-1}W^TgW=\frac13\begin{pmatrix}2&-1\\-1&2\end{pmatrix}\begin{pmatrix}2&-3\\-3&6\end{pmatrix}=\frac13\begin{pmatrix}7&-12\\-8&15\end{pmatrix}.$$

The trace is $22/3$ and the determinant is $(105-96)/9=1$, so $\lambda^2-\tfrac{22}3\lambda+1=0$ and $\lambda=(11\pm\sqrt{121-9})/3=(11\pm4\sqrt7)/3$. Because $(\sqrt7\pm2)^2=11\pm4\sqrt7$, the singular values are

$$\sigma_\pm=\frac{\sqrt7\pm2}{\sqrt3}=2.682,\ 0.373 .$$

Their product is $(7-4)/3=1$. The map $\Lambda$ keeps areas and returns to the identity after three steps, yet it stretches one direction by 2.682 and shrinks the perpendicular one by the same factor.

### (b) The image of $K$

$VK=(-2/3,1/3)=K-(1,0)$, and a second application gives $(1/3,-2/3)=K-(0,1)$. The rotation carries $\mathbf K$ to $\mathbf K-\mathbf b_1$ and then to $\mathbf K-\mathbf b_2$, so $K$ is a fixed point modulo the reciprocal lattice. The three vectors have equal length, so $\mathbf K$ is equidistant from $0$, $\mathbf b_1$ and $\mathbf b_2$. No vector of its class is shorter: for $\kappa=(p,q)/3$ with $p\equiv q\equiv1$ modulo 3, the positive integer $9Q=p^2+pq+q^2\equiv1+1+1\equiv0$ is at least 3, and $K$ has $9Q=3$. It is a corner of the zone, with $|\mathbf K|=|\mathbf b|/\sqrt3=4\pi/3a=2.418/\sqrt3=1.396$ Å$^{-1}$ and $\varepsilon=3$ eV, the top of the band.

The wrong image $WK=(-1/3,0)$ has $Q=1/9$ and length $|\mathbf b|/3=|\mathbf K|/\sqrt3=0.806$ Å$^{-1}$. Adding a reciprocal lattice vector cannot repair this. For $(m-\tfrac13,\,n)$ with integers $m,n$, write $Q=(\kappa_1+\kappa_2/2)^2+\tfrac34\kappa_2^2$. If $n\ne0$ then $Q\ge3/4$, and if $n=0$ then $Q=(m-\tfrac13)^2\ge1/9$. So $WK$ is already the shortest vector of its class, and the class of $K$ contains nothing that short. The point lies inside the zone, two thirds of the way from $\Gamma$ to the edge midpoint $(-1/2,0)$, an $M$ point of length $|\mathbf b|/2=1.209$ Å$^{-1}$; indeed $0.806/1.209=0.667$. Its energy is 0, which is 3 eV below that of $K$.

### (c) The $3\times3$ mesh

The map is $n\to(-n_1-n_2,\ n_1)$ modulo $N$. An orbit has one or three members, since $V^2n\equiv n$ implies $n=V^3n\equiv Vn$. A fixed point needs $n_1\equiv n_2$ from the second component and $-2n_1\equiv n_1$, that is $3n_1\equiv0$, from the first. For $N=3$ these are $(0,0)$, $(1,1)$, $(2,2)$: the points $\Gamma$, $K$ and $K'$. The cycles are

$$(0,1)\to(2,0)\to(1,2)\to(0,1),\qquad(0,2)\to(1,0)\to(2,1)\to(0,2),$$

and all six members have zero energy. Then, for any choice of representatives,

$$\langle\varepsilon\rangle=\frac{-6t+3t+3t+3\cdot0+3\cdot0}{9}=0,\qquad\langle\varepsilon^2\rangle=\frac{36+9+9}{9}\,t^2=6\ \text{eV}^2 .$$

The correct reduction has 5 points with weights $1,1,1,3,3$, the same list as the wrong one, and this holds on every mesh. Let $D=\mathrm{diag}(1,-1)$, with $D^2=1$. Multiplying by $D$ on both sides reverses the signs of the off-diagonal entries:

$$DWD=\begin{pmatrix}0&1\\-1&-1\end{pmatrix}=W^T .$$

So if $n'=Wn$ then $Dn'=W^T(Dn)$. The one-to-one map $n\to Dn$ carries each orbit of $W$ onto an orbit of $W^T$ of the same size, and the orbits of $W^T$ are those of $V$. The number of irreducible points and the list of weights cannot reveal the error. When 3 divides $N$ there are three fixed points and the count is $3+(N^2-3)/3=N^2/3+2$, for example $14$ at $N=6$. The same relation shows what $W$ is a symmetry of: $\varepsilon(DW\kappa)=\varepsilon(W^TD\kappa)=\varepsilon(D\kappa)$, so $W$ leaves invariant the function with $\cos2\pi(\kappa_1-\kappa_2)$ as third term, the band of the same model written in the $60^\circ$ cell.

On the $2\times2$ mesh $-1\equiv1$, so $D$ acts as the identity and the wrong orbits coincide with the right ones; both reductions give $\langle\varepsilon\rangle=0$. Beyond the single point $N=1$, the two sets of orbits coincide on no other mesh. The $W$-orbit of $(1,0)$ contains $(0,1)$, while its $V$-orbit is $\{(1,0),(-1,1),(0,-1)\}$, which contains $(0,1)$ modulo $N$ only if $N$ divides 1 or 2.

### (d) Finer meshes

The error is set by the rule that picks representatives. If each representative were drawn with equal probability from its orbit, the expected value of $|O|f(n_O)$ would be $\sum_{n\in O}f(n)$, and the expected result would be the full sum. On the $3\times3$ mesh this reads $[4(-\tfrac23)+4(\tfrac13)+\tfrac43]\,t/9=0$. A rule that orders the points by their position in the cell, such as the one below, picks a definite third of the cell, and nothing forces that third to be an irreducible wedge of the band.

Take the rule used above: the first point in the order of $n_1$, then $n_2$. Write $x=\kappa_1$, $y=\kappa_2$ in the open unit square. The images under $W$ and $W^2$ are $(-y,x-y)$ and $(y-x,-x)$. Modulo 1 the first coordinates of the three orbit members are $x$, $1-y$, and $y-x$ if $y>x$ or $1+y-x$ if $y<x$. Apart from ties, which lie on lines, the point is kept when $x$ is the smallest of the three. For $y>x$ the conditions are $y<1-x$ and $y>2x$: the triangle $\mathcal T$ with corners $(0,0)$, $(0,1)$, $(\tfrac13,\tfrac23)$. For $y<x$ they are $y<1-x$ and $y>2x-1$: the quadrilateral $\mathcal Q$ with corners $(0,0)$, $(\tfrac12,0)$, $(\tfrac23,\tfrac13)$, $(\tfrac12,\tfrac12)$, which is $0<y<x$ for $x<\tfrac12$ and $2x-1<y<1-x$ for $\tfrac12<x<\tfrac23$. The areas are $\int_0^{1/3}(1-3x)\,dx=\tfrac16$ and $\tfrac18+\int_{1/2}^{2/3}(2-3x)\,dx=\tfrac18+\tfrac1{24}=\tfrac16$, together one third of the cell. All weights are 3 except at three points at most, so as $N\to\infty$ the reduced sum tends to

$$\langle\varepsilon\rangle_W=3\,(-2t)\,(I_{\mathcal T}+I_{\mathcal Q}),\qquad I=\iint F\,dx\,dy .$$

Let $u=1/4\pi^2$. Every term below uses $\frac1{2\pi}\int_p^q\sin2\pi mx\,dx=\frac um(\cos2\pi mp-\cos2\pi mq)$.

In the triangle $y$ runs from $2x$ to $1-x$. The term $\cos2\pi x$ gives the column length as a factor, and integration by parts has no boundary term because $\sin2\pi x$ vanishes at $0$ and $1-3x$ at $\tfrac13$:

$$\int_0^{1/3}(1-3x)\cos2\pi x\,dx=\frac3{2\pi}\int_0^{1/3}\sin2\pi x\,dx=3u\left(1+\tfrac12\right)=\tfrac92u .$$

The term $\cos2\pi y$ integrates over $y$ to $[\sin2\pi(1-x)-\sin4\pi x]/2\pi=-(\sin2\pi x+\sin4\pi x)/2\pi$, and over $x$ to $-u[\tfrac32+\tfrac12\cdot\tfrac32]=-\tfrac94u$. The term $\cos2\pi(x+y)$ integrates over $y$ to $[\sin2\pi-\sin6\pi x]/2\pi$, and over $x$ to $-\tfrac u3(1-\cos2\pi)=0$. So $I_{\mathcal T}=\tfrac92u-\tfrac94u=\tfrac94u$.

In the part of $\mathcal Q$ with $x<\tfrac12$, the first term is $\int_0^{1/2}x\cos2\pi x\,dx=-\frac1{2\pi}\int_0^{1/2}\sin2\pi x\,dx=-2u$, the boundary term vanishing at both ends. The second integrates over $y$ to $\sin2\pi x/2\pi$ and gives $+2u$. The third integrates over $y$ to $(\sin4\pi x-\sin2\pi x)/2\pi$ and gives $0-2u$. The sum is $-2u$.

In the part with $\tfrac12<x<\tfrac23$ the column length is $2-3x$, and the first term is $3u(\cos\pi-\cos\tfrac{4\pi}3)=3u(-1+\tfrac12)=-\tfrac32u$, again with no boundary term. The second integrates over $y$ to $-(\sin2\pi x+\sin4\pi x)/2\pi$ and gives $-u[-\tfrac12+\tfrac12(1+\tfrac12)]=-\tfrac14u$. The third integrates over $y$ to $-\sin6\pi x/2\pi$ and gives $-\tfrac u3(\cos3\pi-\cos4\pi)=\tfrac23u$. The sum is $(-18-3+8)u/12=-\tfrac{13}{12}u$, so $I_{\mathcal Q}=-2u-\tfrac{13}{12}u=-\tfrac{37}{12}u=-3.0833\,u$.

Adding, $I_{\mathcal T}+I_{\mathcal Q}=(27-37)u/12=-\tfrac56u$, and

$$\langle\varepsilon\rangle_W\to(-6t)\left(-\tfrac56u\right)=\frac{5t}{4\pi^2}=5\times0.025330\ \text{eV}=0.12665\ \text{eV}.$$

For this rule the answer to (d) is no: the wrong reduction converges, and it converges to $0.127$ eV where the exact value is 0, an error of $0.127/9$, about $1.4\%$ of the bandwidth $9t$. The number belongs to this band and this choice rule. Ordering by $n_2$ first gives the same sums, because exchanging $\kappa_1$ and $\kappa_2$ turns $W$ into $W^{-1}$ and leaves $F$ unchanged, but a rule that keeps a region not related to this one by such a symmetry in general gives another limit. Independent random choices are the exception to the answer no: about $N^2/3$ orbits each add a fluctuation of order $t/N^2$, so the result scatters about the full sum by an amount of order $t/N$, which vanishes as $N\to\infty$. The mesh sums, in eV, are:

| $N$ | points | with $V$ | with $W$ |
|---|---|---|---|
| 3 | 5 | 0 | $-0.66667$ |
| 6 | 14 | 0 | 0.08333 |
| 12 | 50 | 0 | 0.11384 |
| 24 | 194 | 0 | 0.12335 |
| 96 | 3074 | 0 | 0.12644 |
| 384 | 49154 | 0 | 0.12664 |

The error has opposite signs at $N=3$ and $N=6$, and along the tabulated meshes from $N=6$ on it grows toward its limit. The distance from the limit falls from $0.12665-0.11384=0.01281$ eV at $N=12$ to $0.12665-0.12335=0.00330$ eV at $N=24$, a factor 3.9 for a doubling of $N$. That is the behaviour of a $1/N^2$ remainder, although a sum over a region with edges has in general a $1/N$ term. The term cancels here. The trapezoid rule, with error of order $1/N^2$, counts mesh points on an edge with weight $\tfrac12$. The choice rule counts them fully or not at all, so each edge adds $\pm\frac1{2N}$ times the integral of $F$ along it, taken over $x$, or over $y$ for the vertical edge. The edge $x=0$ is kept, since no first index is smaller, and gives $+\int_0^1(1+2\cos2\pi y)\,dy=+1$. The edges $y=0$ and $y=x$ of $\mathcal Q$ are dropped, since their orbits contain a point with first coordinate 0; they give $-\int_0^{1/2}(1+2\cos2\pi x)\,dx=-\tfrac12$ and $-\int_0^{1/2}(2\cos2\pi x+\cos4\pi x)\,dx=0$. On the remaining edges the points $(x,1-x)$ and $(x,2x\bmod1)$ share an orbit and tie in the first coordinate, and the smaller second coordinate wins, so the lower edge is kept and the upper edge $y=1-x$ is dropped. The difference of $F$ between them is $h=-\cos2\pi x+\cos4\pi x+\cos6\pi x-1$. Its integral over $[0,\tfrac13]$ is $-\frac{\sqrt3}{4\pi}-\frac{\sqrt3}{8\pi}-\frac13$, and over $[\tfrac12,\tfrac23]$ it is $\frac{\sqrt3}{4\pi}+\frac{\sqrt3}{8\pi}-\frac16$, together $-\tfrac12$. The total is $1-\tfrac12+0-\tfrac12=0$. The wrongly reduced $\langle\varepsilon\rangle$ therefore approaches its limit with a remainder of order $1/N^2$. The cancellation belongs to this function and this rule: for $\langle\varepsilon^2\rangle$ with the same rule a $1/N$ term remains. The correct sum is exact for every $N\ge2$, but a convergence study that sees only the wrongly reduced sums finds a sequence that settles, and settling does not show that the limit is the right one.

A check that does detect the fault needs no band energies. A matrix $T$ acting on $\kappa$ preserves $|\mathbf k|^2=\kappa^TG^*\kappa$ for all $\kappa$ exactly when $T^TG^*T=G^*$ with $G^*=B^TB$. The matrix $V$ satisfies this. For $W$ the left side is proportional to $\begin{pmatrix}2&-3\\-3&6\end{pmatrix}$ and the right side to $\begin{pmatrix}2&1\\1&2\end{pmatrix}$ with the same factor. The check accepts $W^T$ as well, so for an integer matrix $T$ it establishes that $T$ is a symmetry of the reciprocal lattice but not which one; the pairing of $V$ with its own $W$ is fixed by $V^TW=1$.

The numerical check computes $W$ and $V$ from the rotated basis vectors of four lattices and tests $V=W^{-T}$, the metric condition, the orbit statements for $N=2$ to $30$, the region integrals by quadrature, and the agreement of the $N=384$ sum with $5t/4\pi^2$ to within $2\times10^{-4}$ eV.

## Values computed for the example and the checks

```
a = 3.0 A, c = 5.0 A, t = 1.0 eV
sc: operations with V = W: 48 of 48
fcc: operations with V = W: 12 of 48
bcc: operations with V = W: 12 of 48
hex: operations with V = W: 8 of 24
120-deg cell: W = [[0, -1], [1, -1]]  V = [[-1, -1], [1, 0]]
60-deg cell:  W = [[-1, -1], [1, 0]]  V = [[0, -1], [1, -1]]
|b1| = 2.4184 1/A
wrong map: det = 1.0000, singular values 2.6822, 0.3728
K: kappa = (0.3333, 0.3333), |k| = 1.3963 1/A, eps = 3.0000 eV
V K: kappa = (-0.6667, 0.3333), |k| = 1.3963 1/A, eps = 3.0000 eV
W K: kappa = (-0.3333, 0.0000), |k| = 0.8061 1/A, eps = 0.0000 eV
M: kappa = (0.5000, 0.0000), |k| = 1.2092 1/A, eps = 2.0000 eV
N=2: <eps> with V 0.0000 eV, with W 0.0000 eV
N=3 V orbit [(0, 0)] eps/eV [-6.0]
N=3 V orbit [(0, 1), (1, 2), (2, 0)] eps/eV [0.0, 0.0, 0.0]
N=3 V orbit [(0, 2), (1, 0), (2, 1)] eps/eV [0.0, 0.0, 0.0]
N=3 V orbit [(1, 1)] eps/eV [3.0]
N=3 V orbit [(2, 2)] eps/eV [3.0]
N=3 W orbit [(0, 0)] eps/eV [-6.0]
N=3 W orbit [(0, 1), (1, 0), (2, 2)] eps/eV [0.0, 0.0, 3.0]
N=3 W orbit [(0, 2), (1, 1), (2, 0)] eps/eV [0.0, 3.0, 0.0]
N=3 W orbit [(1, 2)] eps/eV [0.0]
N=3 W orbit [(2, 1)] eps/eV [0.0]
N=3 wrong <eps> = -0.6667 eV for 4 of 9 choices
N=3 wrong <eps> = 0.3333 eV for 4 of 9 choices
N=3 wrong <eps> = 1.3333 eV for 1 of 9 choices
N=3 mean over choices = 0.0000 eV
N=3 <eps^2>: full 6.0000, V 6.0000, W 4.0000 eV^2
wedge areas 0.1667, 0.1667; bracket integrals / u: 2.2500, -3.0833
u = 0.025330; dense-mesh wrong <eps> = 0.12665 eV
N=3: 5 points, <eps> V 0.00000 eV, W -0.66667 eV
N=6: 14 points, <eps> V 0.00000 eV, W 0.08333 eV
N=12: 50 points, <eps> V 0.00000 eV, W 0.11384 eV
N=24: 194 points, <eps> V 0.00000 eV, W 0.12335 eV
N=96: 3074 points, <eps> V 0.00000 eV, W 0.12644 eV
N=384: 49154 points, <eps> V 0.00000 eV, W 0.12664 eV
```
